# Delayed Self-Heterodyne Spectrum for White Frequency Noise and Short Delay: test program

```python
"""Delayed self-heterodyne spectrum of a laser with white frequency noise.

Result under test (two-sided, unit total area, f = offset from the shift F):
  S(f) = exp(-x) delta(f)
       + D/(pi (f^2+D^2)) * {1 - exp(-x)[cos(2 pi f T) + (D/f) sin(2 pi f T)]}
D = laser linewidth (Lorentzian FWHM), T = delay, x = 2 pi D T.
The laser phase is a Wiener process: variance of an increment = 2 pi D |lag|.
Coherence time = 1/(pi D). Main units: MHz and microseconds.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson
from scipy.optimize import brentq, minimize_scalar


def pedestal(f, linewidth, delay):
    """Closed-form continuous part of the beat spectrum."""
    x = 2 * np.pi * linewidth * delay
    lorentzian = linewidth / (np.pi * (f**2 + linewidth**2))
    fringe = np.cos(2 * np.pi * f * delay) + x * np.sinc(2 * f * delay)
    return lorentzian * (1 - np.exp(-x) * fringe)


def beat_variance(lag, linewidth, delay):
    """Variance of the beat-phase change, from the Wiener covariance."""
    start = 10 * delay
    times = [start + lag, start + 0 * lag, start + lag - delay,
             start - delay + 0 * lag]
    signs = [1, -1, -1, 1]
    total = 0 * lag
    for s1, t1 in zip(signs, times):
        for s2, t2 in zip(signs, times):
            total = total + s1 * s2 * np.minimum(t1, t2)
    return 2 * np.pi * linewidth * total


def transformed_pedestal(f, linewidth, delay):
    """Numerical Fourier transform of the decaying part of the correlation."""
    lag = np.linspace(0, delay, 4001)
    corr = np.exp(-beat_variance(lag, linewidth, delay) / 2)
    floor = np.exp(-beat_variance(np.array(5 * delay), linewidth, delay) / 2)
    return 2 * simpson((corr - floor) * np.cos(2 * np.pi * f * lag), x=lag)


def lobe_fwhm(linewidth, delay, upper):
    half = pedestal(0.0, linewidth, delay) / 2
    return 2 * brentq(lambda f: pedestal(f, linewidth, delay) - half, 0, upper)


def fringe_ratio(linewidth, delay):
    """Pedestal at 3/(2T) divided by pedestal at 1/T."""
    x, u = 2 * np.pi * linewidth * delay, linewidth * delay
    return (1 + u**2) / (2.25 + u**2) / np.tanh(x / 2)


# Example: rough values typical of a 1550 nm telecom diode laser
linewidth = 0.1            # MHz
fibre_length = 100.0       # m
group_index = 1.468
shift = 80.0               # MHz
rbw = 1e-3                 # MHz, noise-equivalent resolution bandwidth
wavelength = 1550e-9       # m
delay = group_index * fibre_length / const.c * 1e6
coherence_time = 1 / (np.pi * linewidth)
x = 2 * np.pi * linewidth * delay
spike = np.exp(-x)

# Test: variance law from the Wiener covariance and from the noise spectrum
step, top = 1 / 400, 400.0
u = (np.arange(int(top / step)) + 0.5) * step
spectral_errors = []
for r in (0.37, 0.8, 1.7):
    law = 4 * np.pi * linewidth * delay * min(r, 1)
    covariance_value = beat_variance(np.array(r * delay), linewidth, delay)
    assert abs(covariance_value / law - 1) < 1e-10
    integrand = 16 * np.sin(np.pi * u)**2 * np.sin(np.pi * r * u)**2 / u**2
    # beyond the grid the product of squared sines averages to 1/4
    integral = np.sum(integrand) * step + 4 / top
    value = linewidth * delay / np.pi * integral
    spectral_errors.append(abs(value / law - 1))
assert max(spectral_errors) < 1e-3

# Test: closed form against numerical transform, short to long delays
transform_errors = []
for d in (0.1 * delay, delay, 5 * delay, 20 * delay):
    for m in (0.0, 0.3, 1.0, 1.5, 2.2):
        direct = transformed_pedestal(m / d, linewidth, d)
        transform_errors.append(abs(pedestal(m / d, linewidth, d) / direct - 1))
assert max(transform_errors) < 1e-5

# Test: pedestal area and positivity
f_grid = np.linspace(0, 400 / delay, 400001)
values = pedestal(f_grid, linewidth, delay)
area = 2 * simpson(values, x=f_grid) + 2 * linewidth / (np.pi * f_grid[-1])
assert abs(area - (1 - spike)) < 1e-5
assert values.min() > 0

# Test: short-delay and long-delay limits
tiny = 1e-4 / delay
for m in (0.0, 0.3, 0.5, 1.5):
    limit = 2 * np.pi * tiny * delay**2 * np.sinc(m)**2
    assert abs(transformed_pedestal(m / delay, tiny, delay) / limit - 1) < 1e-2
sinc_width = 2 * brentq(lambda v: np.sinc(v)**2 - 0.5, 0.1, 0.9) / delay
assert abs(lobe_fwhm(tiny, delay, 0.9 / delay) / sinc_width - 1) < 1e-3
long_delay = 12 / (2 * np.pi * linewidth)
long_fwhm = lobe_fwhm(linewidth, long_delay, 10 * linewidth)
assert abs(long_fwhm / (2 * linewidth) - 1) < 1e-3

# Test: simulation of the detected intensity, in units of the delay
rng = np.random.default_rng(7)
per_delay, record, carrier = 64, 256, 16
n = per_delay * record
line_bin = carrier * record
offsets = np.arange(1, 2 * record + 1)
rotation = np.exp(2j * np.pi * carrier * np.arange(n) / per_delay)
power, line_sum, segments = np.zeros(offsets.size), 0j, 0
for _ in range(20):
    steps = rng.standard_normal((50, n + per_delay)) * np.sqrt(x / per_delay)
    field = np.exp(1j * np.cumsum(steps, axis=1))
    intensity = np.abs(field[:, per_delay:] * rotation + field[:, :n])**2
    spectrum = np.fft.rfft(intensity, axis=1)
    line_sum += spectrum[:, line_bin].sum() / n
    for side in (1, -1):
        band = spectrum[:, line_bin + side * offsets]
        power += 0.5 * np.sum(np.abs(band)**2, axis=0) / (per_delay * n)
    segments += 50
simulated_spike = abs(line_sum / segments)**2
ratio = power / segments / pedestal(offsets / record, linewidth * delay, 1.0)
mean_ratio, rms_ratio = ratio.mean(), np.sqrt(np.mean((ratio - 1)**2))
simulated_linewidth = -np.log(simulated_spike) / (2 * np.pi * delay)
# tolerances cover statistics, finite record, image and aliased tails
assert abs(mean_ratio - 1) < 0.02
assert rms_ratio < 0.05
assert abs(simulated_spike - spike) < 0.005

# Test: linewidth from the ratio of two pedestal readings
direct_ratio = (transformed_pedestal(1.5 / delay, linewidth, delay)
                / transformed_pedestal(1 / delay, linewidth, delay))
recovered = brentq(lambda w: fringe_ratio(w, delay) - direct_ratio, 1e-3, 0.5)
assert abs(recovered / linewidth - 1) < 1e-4

# Actual first trough and first side maximum
trough = minimize_scalar(lambda f: pedestal(f, linewidth, delay),
                         bounds=(0.9 / delay, 1.2 / delay), method="bounded").x
side_peak = minimize_scalar(lambda f: -pedestal(f, linewidth, delay),
                            bounds=(1.2 / delay, 1.7 / delay),
                            method="bounded").x
assert pedestal(side_peak, linewidth, delay) > pedestal(trough, linewidth, delay)
centre = pedestal(0.0, linewidth, delay)
display_db = 10 * np.log10(spike / (centre * rbw))

# Neglected effect: flicker frequency noise k/f outside the resolution filter
corner = 0.01              # MHz, where flicker and white densities are equal
flicker_k = corner * linewidth / np.pi
low = np.pi * (rbw / 2) * delay
log_u = np.linspace(np.log(low), np.log(300.0), 200001)
flicker_integral = simpson(np.sin(np.exp(log_u))**2 * np.exp(-2 * log_u), x=log_u)
assert abs(flicker_integral / (1.5 - np.euler_gamma - np.log(2 * low)) - 1) < 1e-3
flicker_var = 4 * np.pi**2 * delay**2 * flicker_k * flicker_integral

# Neglected effect: fibre drift (rough path coefficient 1e-5 per K)
path_coefficient, drift_rate = 1e-5, 1e-3       # 1/K and K/s
drift_hz = fibre_length * path_coefficient * drift_rate / wavelength

# Neglected effect: receiver noise relative to beat power, per MHz
arm_current, load, temperature, rin_db = 1e-4, 50.0, 300.0, -145.0
beat_power = 2 * arm_current**2
shot = 4 * const.e * arm_current / beat_power * 1e6
thermal = 4 * const.k * temperature / load / beat_power * 1e6
rin = 10**(rin_db / 10) * (2 * arm_current)**2 / beat_power * 1e6
receiver = shot + thermal + rin
trough_density = pedestal(trough, linewidth, delay)
image = pedestal(2 * shift + trough, linewidth, delay)

# Neglected effect: relaxation resonance (rough 5 GHz, damping 2 GHz)
f_res, damping = 5.0, 2.0
resonance = quad(lambda f: (2 * f_res**2 - f**2 - damping**2)
                 / ((f_res**2 - f**2)**2 + damping**2 * f**2), 0, np.inf)[0]
# the fast delay fringes average 4 sin^2 to 2 on the GHz scale
resonance_var = 2 * linewidth * 1e-3 / np.pi * resonance

print(f"laser linewidth: {linewidth*1e3:.1f} kHz")
print(f"wavelength: {wavelength*1e9:.0f} nm")
print(f"fibre length: {fibre_length:.0f} m; group index: {group_index:.3f}")
print(f"frequency shift: {shift:.0f} MHz; resolution: {rbw*1e3:.1f} kHz")
print(f"delay: {delay:.4f} us")
print(f"coherence time: {coherence_time:.4f} us")
print(f"delay / coherence time: {delay/coherence_time:.4f}")
print(f"x = 2 pi linewidth delay: {x:.4f}")
print(f"spike power fraction: {spike:.4f}")
print(f"pedestal power fraction, formula: {1-spike:.4f}")
print(f"pedestal power fraction, integrated: {area:.4f}")
print(f"pedestal at centre: {centre:.5f} per MHz")
print(f"fringe spacing 1/delay: {1/delay:.4f} MHz")
print(f"pedestal at 1/delay: {pedestal(1/delay, linewidth, delay):.6f} per MHz")
print(f"pedestal at 1.5/delay: {pedestal(1.5/delay, linewidth, delay):.6f} per MHz")
print(f"ratio of these (1.5 to 1): {direct_ratio:.4f}")
print(f"same ratio in decibels: {10*np.log10(direct_ratio):.2f} dB")
print(f"same ratio for half the linewidth: {fringe_ratio(linewidth/2, delay):.4f}")
print(f"linewidth recovered from ratio: {recovered*1e3:.2f} kHz")
print(f"actual first trough: {trough:.4f} MHz, {trough_density:.6f} per MHz")
print(f"actual side maximum: {side_peak:.4f} MHz, "
      f"{pedestal(side_peak, linewidth, delay):.6f} per MHz")
print(f"central lobe FWHM: {lobe_fwhm(linewidth, delay, 0.9/delay):.4f} MHz")
print(f"lobe FWHM, 10 times narrower laser: "
      f"{lobe_fwhm(linewidth/10, delay, 0.9/delay):.4f} MHz")
print(f"short-delay limit of lobe FWHM: {sinc_width:.4f} MHz")
print(f"sinc-squared width times delay: {sinc_width*delay:.4f}")
print(f"long-delay test: x = {2*np.pi*linewidth*long_delay:.1f}, "
      f"FWHM {long_fwhm*1e3:.2f} kHz")
print(f"displayed spike above pedestal centre: {display_db:.2f} dB")
print(f"simulation: {segments} records of {record} delays")
print(f"simulated spike fraction: {simulated_spike:.4f}")
print(f"linewidth from simulated spike: {simulated_linewidth*1e3:.2f} kHz")
print(f"simulated/formula pedestal, mean: {mean_ratio:.4f}")
print(f"simulated/formula pedestal, rms deviation: {rms_ratio:.4f}")
print(f"largest spectral variance error: {max(spectral_errors):.1e}")
print(f"largest transform error: {max(transform_errors):.1e}")
print(f"flicker corner: {corner*1e3:.0f} kHz")
print(f"flicker beat-phase variance: {flicker_var:.4f} rad^2")
print(f"flicker variance / white variance: {flicker_var/x:.4f}")
print(f"same for a corner of {corner*1e4:.0f} kHz: {10*flicker_var/x:.4f}")
print(f"flicker/white density at 1/delay: {corner*delay:.5f}")
print(f"fibre path coefficient: {path_coefficient:.0e} per K")
print(f"fibre drift rate: {drift_rate*1e3:.1f} mK/s")
print(f"spike offset from fibre drift: {drift_hz:.3f} Hz")
print(f"current per arm: {arm_current*1e3:.2f} mA; load: {load:.0f} ohm")
print(f"receiver temperature: {temperature:.0f} K; RIN: {rin_db:.0f} dB/Hz")
print(f"shot noise / beat power: {shot:.2e} per MHz")
print(f"thermal noise / beat power: {thermal:.2e} per MHz")
print(f"intensity noise / beat power, upper value: {rin:.2e} per MHz")
print(f"receiver noise / trough density: {receiver/trough_density:.2e}")
print(f"image tail / trough density: {image/trough_density:.2e}")
print(f"relaxation resonance: {f_res:.0f} GHz, damping {damping:.0f} GHz")
print(f"resonance variance / white variance: {resonance_var/x:.2e}")
print("done: every assertion held")
```

Running it gives:

```
laser linewidth: 100.0 kHz
wavelength: 1550 nm
fibre length: 100 m; group index: 1.468
frequency shift: 80 MHz; resolution: 1.0 kHz
delay: 0.4897 us
coherence time: 3.1831 us
delay / coherence time: 0.1538
x = 2 pi linewidth delay: 0.3077
spike power fraction: 0.7352
pedestal power fraction, formula: 0.2648
pedestal power fraction, integrated: 0.2648
pedestal at centre: 0.12305 per MHz
fringe spacing 1/delay: 2.0422 MHz
pedestal at 1/delay: 0.002017 per MHz
pedestal at 1.5/delay: 0.005880 per MHz
ratio of these (1.5 to 1): 2.9157
same ratio in decibels: 4.65 dB
same ratio for half the linewidth: 5.7915
linewidth recovered from ratio: 100.00 kHz
actual first trough: 2.0941 MHz, 0.001945 per MHz
actual side maximum: 2.9058 MHz, 0.006171 per MHz
central lobe FWHM: 1.8553 MHz
lobe FWHM, 10 times narrower laser: 1.8136 MHz
short-delay limit of lobe FWHM: 1.8092 MHz
sinc-squared width times delay: 0.8859
long-delay test: x = 12.0, FWHM 200.02 kHz
displayed spike above pedestal centre: 37.76 dB
simulation: 1000 records of 256 delays
simulated spike fraction: 0.7352
linewidth from simulated spike: 99.98 kHz
simulated/formula pedestal, mean: 1.0104
simulated/formula pedestal, rms deviation: 0.0304
largest spectral variance error: 1.5e-09
largest transform error: 2.7e-12
flicker corner: 10 kHz
flicker beat-phase variance: 0.0223 rad^2
flicker variance / white variance: 0.0725
same for a corner of 100 kHz: 0.7247
flicker/white density at 1/delay: 0.00490
fibre path coefficient: 1e-05 per K
fibre drift rate: 1.0 mK/s
spike offset from fibre drift: 0.645 Hz
current per arm: 0.10 mA; load: 50 ohm
receiver temperature: 300 K; RIN: -145 dB/Hz
shot noise / beat power: 3.20e-09 per MHz
thermal noise / beat power: 1.66e-08 per MHz
intensity noise / beat power, upper value: 6.32e-09 per MHz
receiver noise / trough density: 1.34e-05
image tail / trough density: 9.42e-04
relaxation resonance: 5 GHz, damping 2 GHz
resonance variance / white variance: 1.37e-04
done: every assertion held
```
